# Are the facets of a selectively grown crystal its lowest-energy planes?: verification in Python

```python
"""Growth shape against equilibrium shape in two dimensions.

Result under test: the facets of a grown crystal are selected by growth rates,
those of an equilibrium crystal by surface energies. The same crystal can thus
show {10} and {11} at equilibrium but only {11} after growth, although {10}
has the lower energy.
Cross-section of a silicon stripe along [100]:
  {10} = {001},{010} planes, {11} = {011} planes, 45 degrees apart
  g10, g11 surface energies (J/m^2); v10, v11 growth rates (nm/min)
  window = width of the mask opening (nm); the mask lies at height zero
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize

R2 = math.sqrt(2.0)
g10, g11 = 1.4, 1.5
v10, v11, v11_b = 20.0, 8.0, 30.0
window = 200.0
temperature = 1073.0
drive = 0.050             # assumed growth driving force, eV per atom
exchange = 10.0           # assumed adatom exchange length, nm
to_ev = 1e-18 / const.e   # J/m^2 to eV/nm^2
a_si = const.physical_constants["lattice parameter of silicon"][0] * 1e9
atom_volume = a_si**3 / 8
kT = const.k * temperature / const.e
rng = np.random.default_rng(4)


def facet_lengths(angles, dist):
    """Edge lengths of the intersection of half-planes n.r <= dist."""
    result = []
    for i, ti in enumerate(angles):
        lo, hi = -math.inf, math.inf
        for j, tj in enumerate(angles):
            if i == j:
                continue
            slope = math.sin(tj - ti)
            room = dist[j] - dist[i] * math.cos(tj - ti)
            if abs(slope) < 1e-12:
                if room < 0:
                    lo, hi = 0.0, 0.0
                    break
            elif slope > 0:
                hi = min(hi, room / slope)
            else:
                lo = max(lo, room / slope)
        result.append(max(0.0, hi - lo))
    return np.array(result)


eight = [i * math.pi / 4 for i in range(8)]


def alternating(first, second):
    return np.array([first, second] * 4)


# Facet-length formulas and survival limits against half-plane intersection
for ratio in (0.5, 0.70, 0.715, 1.0, 1.40, 1.43, 2.0):
    L = facet_lengths(eight, alternating(1.0, ratio))
    f10, f11 = 2 * (R2 * ratio - 1), 2 * (R2 - ratio)
    assert (L[0] > 1e-9) == (f10 > 0) and (L[1] > 1e-9) == (f11 > 0)
    if f10 > 0 and f11 > 0:
        assert np.allclose(L, alternating(f10, f11), atol=1e-10)

# Equilibrium: minimize the energy at fixed area over eight free distances
k_cut = 2 * g10 - R2 * g11
bound = math.sqrt(16 * g10**2 - 8 * k_cut**2)


def scaled_energy(dist, energies):
    L = facet_lengths(eight, dist)
    area = 0.5 * float(np.dot(dist, L))
    return float(np.dot(energies, L)) / math.sqrt(area) if area > 1e-9 else 1e9


energies = alternating(g10, g11)
best_gap = 0.0
for _ in range(3):
    start = 1 + 0.06 * rng.uniform(-1, 1, 8)
    fit = minimize(scaled_energy, start, args=(energies,), method="BFGS",
                   options={"gtol": 1e-7})
    L = facet_lengths(eight, fit.x)
    want = alternating(R2 * g11 - g10, R2 * g10 - g11)
    assert abs(fit.fun / bound - 1) < 1e-6
    assert np.allclose(L / L.sum(), want / want.sum(), atol=1e-3)
    best_gap = max(best_gap, abs(fit.fun / bound - 1))

# No random octagon may beat the bound; with g11/g10 = 1.5 none beats a square
random_low, square_low = math.inf, math.inf
for _ in range(1500):
    d = rng.uniform(0.6, 1.4, 8)
    random_low = min(random_low, scaled_energy(d, energies) / bound)
    square_low = min(square_low, scaled_energy(d, alternating(1, 1.5)) / 4)
assert random_low >= 1 - 1e-10 and square_low >= 1 - 1e-10


def share10(first, second):
    L = facet_lengths(eight, alternating(first, second))
    return 100 * L[::2].sum() / L.sum()


share_eq, share_a, share_b = (share10(g10, g11), share10(v10, v11),
                              share10(v10, v11_b))
assert 1 < share_eq < 99 and share_a < 1e-9 and share_b > 100 - 1e-9

# Ridge growth: solve dh/dt = H(dh/dx) with a rate for every orientation
t_close = window / (2 * (v10 - R2 * v11))
h_close = v10 * t_close


def vertical_rate(slope):
    theta = np.arctan(np.abs(slope))
    rate = (v11 + (v10 - v11) * np.abs(np.cos(2 * theta))
            + 4.0 * np.abs(np.sin(4 * theta)))
    return rate * np.sqrt(1 + slope**2)


s_grid = np.linspace(0, 3, 30001)
H_grid = vertical_rate(s_grid)
inner = s_grid < 1
s_peak = s_grid[inner][np.argmax(H_grid[inner])]
assert np.all(np.diff(H_grid[s_grid >= 1]) > 0)
steepest = np.max(np.abs(np.diff(H_grid))) / (s_grid[1] - s_grid[0])


def upwind_rate(left, right):
    """Godunov rate: minimum of H at a convex edge, maximum at a notch."""
    lo, hi = np.minimum(left, right), np.maximum(left, right)
    Hl, Hr = vertical_rate(left), vertical_rate(right)
    low, high = np.minimum(Hl, Hr), np.maximum(Hl, Hr)
    for s in (-1.0, 0.0, 1.0):
        inside = (lo < s) & (s < hi)
        low = np.where(inside, np.minimum(low, vertical_rate(s)), low)
    for s in (-s_peak, s_peak):
        inside = (lo < s) & (s < hi)
        high = np.where(inside, np.maximum(high, vertical_rate(s)), high)
    return np.where(left > right, low, high)


def grow(dx):
    x = np.arange(-400, 400 + dx / 2, dx)
    h = np.minimum(0.0, -3 * (np.abs(x) - window / 2))
    now, worst, top = 0.0, 0.0, None
    for target in (0.5 * t_close, t_close, 1.5 * t_close):
        steps = math.ceil((target - now) * steepest / (0.45 * dx))
        dt = (target - now) / steps
        for _ in range(steps):
            s = np.diff(h) / dx
            h = h + dt * upwind_rate(np.append(s[0], s), np.append(s, s[-1]))
        now = target
        law = np.minimum(v10 * now, window / 2 + R2 * v11 * now - np.abs(x))
        worst = max(worst, np.max(np.abs(h - law)[law > 0]))
        if top is None:
            top = dx * np.sum(h > v10 * now - 0.5)
    return worst, top, h[len(h) // 2]


error_coarse, _, _ = grow(2.0)
error_fine, top_pde, apex_pde = grow(1.0)
top_half = window - 2 * (v10 - R2 * v11) * 0.5 * t_close
apex_law = window / 2 + R2 * v11 * 1.5 * t_close
assert error_fine < 4.0            # first-order scheme, 1 nm mesh
assert abs(top_pde - top_half) < 4.0
assert abs(apex_pde - apex_law) < 4.0

# Equal-area equilibrium ridge, with energy D for covering the mask
area = h_close**2


def equilibrium_ridge(D):
    def energy(z):
        p, c = z
        if p <= 0:
            return 1e9
        height = (area + c * c) / (2 * p)
        if c < 0 or c > min(p, height):
            return 1e9
        return 2 * g10 * (p + height) - 2 * k_cut * c + 2 * p * D
    fit = minimize(energy, [0.75 * h_close, 0.25 * h_close],
                   method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-9, "maxiter": 2000})
    p, c = fit.x
    height = (area + c * c) / (2 * p)
    assert abs(height / p - (g10 + D) / g10) < 1e-4
    assert abs(c / p - k_cut / g10) < 1e-4
    assert 2 * p > window and height > c and p > c
    return p, height, c, fit.fun


p_eq, height_eq, c_eq, E_eq = equilibrium_ridge(0.0)
assert abs(E_eq / (0.5 * math.sqrt(2 * area) * bound) - 1) < 1e-8
mask_D = 0.5
p_plus, _, c_plus, _ = equilibrium_ridge(mask_D)
p_minus, _, c_minus, _ = equilibrium_ridge(-mask_D)
E_growth = 2 * R2 * h_close * g11
gain = (E_growth - E_eq) * to_ev * atom_volume / area * 1000   # meV per atom
assert 0 < gain < 1000 * drive


# Capillary shifts from energies and areas of explicit polygons
def ridge_polygon(W, h):
    pts = np.array([[-W/2 - h, 0], [W/2 + h, 0], [W/2, h], [-W/2, h]])
    nxt = np.roll(pts, -1, axis=0)
    size = 0.5 * np.sum(pts[:, 0] * nxt[:, 1] - nxt[:, 0] * pts[:, 1])
    edge = np.hypot(*(nxt - pts).T)
    return g11 * (edge[1] + edge[3]) + g10 * edge[2], size


W0, h0, eps = 80.0, 120.0, 1e-3
for dW, dh, formula in ((-2, 1, 2 * (R2 * g11 - g10) / W0),
                        (2 * R2, 0, g10 / h0)):
    Ep, Ap = ridge_polygon(W0 + eps * dW, h0 + eps * dh)
    Em, Am = ridge_polygon(W0 - eps * dW, h0 - eps * dh)
    assert abs((Ep - Em) / (Ap - Am) / formula - 1) < 1e-5

# Residual top left by capillarity, and by adatoms crossing to the sides
cap_top = 2 * atom_volume * (R2 * g11 - g10) * to_ev / drive
cap_side = atom_volume * g10 * to_ev / drive


def late_ridge(kind):
    def rates(t, y):
        W, h = y
        if kind == "capillary":
            top, side = v10 * (1 - cap_top / W), v11 * (1 - cap_side / h)
        else:
            top = v10 * (1 - 2 * exchange / W)
            side = v11 + v10 * exchange / (R2 * h)
        return [2 * R2 * side - 2 * top, top]
    first = 20.0
    t0 = first / v10
    start = [window - 2 * (v10 - R2 * v11) * t0, first]
    run = solve_ivp(rates, (t0, 4 * t_close), start, method="LSODA",
                    rtol=1e-8, atol=1e-8, max_step=0.5)
    assert run.success
    return run.y[:, -1]


W_cap, h_cap = late_ridge("capillary")
W_ex, h_ex = late_ridge("exchange")
balance_cap = cap_top / (1 - R2 * v11 / v10 * (1 - cap_side / h_cap))
balance_ex = 2 * exchange / (1 - R2 * v11 / v10 - exchange / h_ex)
assert abs(W_cap / balance_cap - 1) < 0.03   # slow drift of the height
assert abs(W_ex / balance_ex - 1) < 0.03

# A third plane {012}: limits below which it would cut a corner
tilt = math.atan2(2, 1)
nx, ny = math.cos(tilt), math.sin(tilt)
limit_early = nx * (R2 * v11 - v10) + ny * v10
limit_late = ny * R2 * v11
limit_energy = nx * (R2 * g11 - g10) + ny * g10


def third_plane_length(rate, time):
    angles = [0, math.pi / 4, math.pi / 2, 3 * math.pi / 4, math.pi,
              3 * math.pi / 2, tilt]
    speeds = [v10, v11, v10, v11, v10, 0.0, rate]
    dist = [abs(math.cos(q)) * window / 2 + s * time
            for q, s in zip(angles, speeds)]
    return facet_lengths(angles, dist)[-1]


for limit, time in ((limit_early, 0.5 * t_close), (limit_late, 1e4)):
    assert third_plane_length(0.99 * limit, time) > 0
    assert third_plane_length(1.01 * limit, time) == 0
for factor, seen in ((0.99, True), (1.01, False)):
    dist = list(energies) + [factor * limit_energy]
    assert (facet_lengths(eight + [tilt], dist)[-1] > 0) == seen


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("surface energy {001}, rough", g10, "J/m^2")
show("surface energy {011}, rough", g11, "J/m^2")
show("energy ratio g11/g10", g11 / g10, "", 3)
show("limits of both exposed, lower", 1 / R2, "", 3)
show("limits of both exposed, upper", R2, "", 3)
show("rate {001}, both recipes", v10, "nm/min", 1)
show("rate {011}, recipe A", v11, "nm/min", 1)
show("rate {011}, recipe B", v11_b, "nm/min", 1)
show("rate ratio, recipe A", v11 / v10, "", 3)
show("rate ratio, recipe B", v11_b / v10, "", 3)
show("{001} share of outline, equilibrium", share_eq, "%", 1)
show("{001} share of outline, recipe A", share_a, "%", 1)
show("{001} share of outline, recipe B", share_b, "%", 1)
print(f"largest minimizer gap to energy bound: {best_gap:.1e}")
show("lowest random octagon / bound", random_low, "", 4)
show("g11/g10=1.5: lowest random / square", square_low, "", 4)
show("window width", window, "nm", 0)
show("A: top closing speed", 2 * (v10 - R2 * v11), "nm/min")
show("A: top closing time", t_close, "min")
show("A: height at closing", h_close, "nm", 1)
show("A: base width at closing", 2 * h_close, "nm", 1)
show("A: top width at half closing time", top_half, "nm", 1)
show("same from height equation", top_pde, "nm", 1)
show("A: apex height at 1.5 closing times", apex_law, "nm", 1)
show("same from height equation", apex_pde, "nm", 1)
show("A: apex speed after closing", R2 * v11, "nm/min")
show("largest profile error, 2 nm mesh", error_coarse, "nm")
show("largest profile error, 1 nm mesh", error_fine, "nm")
show("ridge area at closing", area, "nm^2", 0)
show("equilibrium ridge: height", height_eq, "nm", 1)
show("equilibrium ridge: base width", 2 * p_eq, "nm", 1)
show("equilibrium ridge: top width", 2 * (p_eq - c_eq), "nm", 1)
show("equilibrium ridge: upright side", height_eq - c_eq, "nm", 1)
show("equilibrium ridge: {011} length", R2 * c_eq, "nm", 1)
show("growth / equilibrium surface energy", E_growth / E_eq, "", 3)
show("energy gained by reshaping", gain, "meV/atom", 3)
show("assumed growth driving force", 1000 * drive, "meV/atom", 1)
show("temperature", temperature, "K", 0)
show("thermal energy", 1000 * kT, "meV", 1)
show("supersaturation ratio", math.exp(drive / kT), "")
show("volume per silicon atom", atom_volume, "nm^3", 4)
show("time for residual tops", 4 * t_close, "min", 1)
show("residual top, capillarity", W_cap, "nm", 1)
show("assumed adatom exchange length", exchange, "nm", 1)
show("residual top, adatom exchange", W_ex, "nm", 1)
show("ridge height then, adatom exchange", h_ex, "nm", 1)
show("mask energy tried, plus and minus", mask_D, "J/m^2")
show("equilibrium top, mask energy plus", 2 * (p_plus - c_plus), "nm", 1)
show("equilibrium top, mask energy minus", 2 * (p_minus - c_minus), "nm", 1)
show("{012} rate limit before closing", limit_early, "nm/min")
show("{012} rate limit long after closing", limit_late, "nm/min")
show("{012} energy limit at equilibrium", limit_energy, "J/m^2", 3)
print("finished without a failed check")
```

Running it gives:

```
surface energy {001}, rough: 1.40 J/m^2
surface energy {011}, rough: 1.50 J/m^2
energy ratio g11/g10: 1.071
limits of both exposed, lower: 0.707
limits of both exposed, upper: 1.414
rate {001}, both recipes: 20.0 nm/min
rate {011}, recipe A: 8.0 nm/min
rate {011}, recipe B: 30.0 nm/min
rate ratio, recipe A: 0.400
rate ratio, recipe B: 1.500
{001} share of outline, equilibrium: 60.0 %
{001} share of outline, recipe A: 0.0 %
{001} share of outline, recipe B: 100.0 %
largest minimizer gap to energy bound: 8.9e-16
lowest random octagon / bound: 1.0014
g11/g10=1.5: lowest random / square: 1.0000
window width: 200 nm
A: top closing speed: 17.37 nm/min
A: top closing time: 11.51 min
A: height at closing: 230.2 nm
A: base width at closing: 460.5 nm
A: top width at half closing time: 100.0 nm
same from height equation: 101.0 nm
A: apex height at 1.5 closing times: 295.4 nm
same from height equation: 295.4 nm
A: apex speed after closing: 11.31 nm/min
largest profile error, 2 nm mesh: 0.26 nm
largest profile error, 1 nm mesh: 0.13 nm
ridge area at closing: 53014 nm^2
equilibrium ridge: height: 173.3 nm
equilibrium ridge: base width: 346.6 nm
equilibrium ridge: top width: 178.6 nm
equilibrium ridge: upright side: 89.3 nm
equilibrium ridge: {011} length: 118.8 nm
growth / equilibrium surface energy: 1.141
energy gained by reshaping: 0.284 meV/atom
assumed growth driving force: 50.0 meV/atom
temperature: 1073 K
thermal energy: 92.5 meV
supersaturation ratio: 1.72
volume per silicon atom: 0.0200 nm^3
time for residual tops: 46.0 min
residual top, capillarity: 8.2 nm
assumed adatom exchange length: 10.0 nm
residual top, adatom exchange: 47.9 nm
ridge height then, adatom exchange: 641.0 nm
mask energy tried, plus and minus: 0.50 J/m^2
equilibrium top, mask energy plus: 150.7 nm
equilibrium top, mask energy minus: 231.5 nm
{012} rate limit before closing: 14.00 nm/min
{012} rate limit long after closing: 10.12 nm/min
{012} energy limit at equilibrium: 1.575 J/m^2
finished without a failed check
```
